# The Cylindrically Truncated Coulomb Kernel and Exchange in a Periodic Wire

## 1. The kernel and its logarithm

A model wire with one doubly occupied band has an exchange energy of $-10.8392$ eV per cell when it is summed in real space. A plane-wave calculation of the same energy on 32 wavevectors contains one divergent contribution, at zero momentum transfer along the wire. If that contribution is omitted, the result is too high by 1.39 eV. If its logarithm is averaged over the mesh cell in which it diverges, the result is too high by 43 meV. If the vanishing wavevector in the logarithm is replaced by the inverse length of the 32 cells, the result is too low by 0.05 meV. Nothing else differs between the three calculations. To explain these numbers we need the interaction from which the divergence comes.

The wire runs along $z$ with period $a$. Positions are written $\mathbf r=(\boldsymbol\rho,z)$. A plane-wave basis also needs periodicity across the wire, so the wire is placed in a square supercell of side $L$ and area $A=L^2$, and this creates parallel copies of it. The copies must not interact. We therefore cut the Coulomb interaction off at a transverse distance $R$ and leave it unbounded along $z$:

$$v(\mathbf r)=\frac{C}{\sqrt{\rho^2+z^2}}\,\theta(R-\rho),\qquad C=\frac{e^2}{4\pi\varepsilon_0}. \tag{1}$$

Here $e$ is the elementary charge, and $\theta$ is one for positive argument and zero otherwise.

The cutoff need not be an approximation. Let $D$ be the largest transverse separation between two points of the wire's charge. Inside one wire every separation is at most $D$, so the full interaction is kept if $R\ge D$. A point of the wire and a point of a copy are at least $L-D$ apart, so their interaction vanishes if $L-D\ge R$. The conditions are

$$R\ge D,\qquad L\ge R+D. \tag{2}$$

Real charge densities have tails, and then (2) holds up to the small amount of charge left outside.

We define the Fourier transform with a negative exponent and no prefactor,

$$v(\mathbf g,p)=\int d^3r\,e^{-i(\mathbf g\cdot\boldsymbol\rho+pz)}\,v(\mathbf r), \tag{3}$$

where $\mathbf g$ is the transverse and $p$ the longitudinal wavevector. The kernel depends on $g=|\mathbf g|$ and $|p|$ alone. We take $p>0$ below and restore the modulus in the result.

**The integral along the wire.** The inverse distance can be written as a superposition of Gaussians,

$$\frac1{\sqrt X}=\frac1{\sqrt\pi}\int_0^\infty\frac{du}{\sqrt u}\,e^{-uX},\qquad X=\rho^2+z^2 .$$

The $z$ integral is then Gaussian, $\int dz\,e^{-ipz-uz^2}=\sqrt{\pi/u}\;e^{-p^2/4u}$, and

$$\int_{-\infty}^{\infty}\!dz\,\frac{e^{-ipz}}{\sqrt{\rho^2+z^2}}
=\int_0^\infty\frac{du}{u}\,e^{-u\rho^2-p^2/4u}. \tag{4}$$

The integral on the left converges through its oscillation and not absolutely, so the exchange of the two integrations needs a reason. With an extra factor $e^{-\eta z^2}$ the exchange is allowed, and $u$ becomes $u+\eta$ in the Gaussian result. For $p>0$ the function $(u+\eta)^{-1/2}e^{-p^2/4(u+\eta)}$ is bounded uniformly in $\eta$, while the remaining factor $u^{-1/2}e^{-u\rho^2}$ is integrable. The limit $\eta\to0$ may therefore be taken under the integral, and it gives (4).

With $w=u\rho^2$ the right side of (4) depends on $x=p\rho$ alone. It is twice the modified Bessel function $K_0$, which we may take as defined by

$$K_0(x)=\frac12\int_0^\infty\frac{dw}{w}\,e^{-w-x^2/4w}. \tag{5}$$

The transform along $z$ is thus $2K_0(p\rho)$. A charge modulated along the wire with wavevector $p$ has a potential that decays over a transverse distance of about $1/p$.

**The integral across the wire.** The angular integral defines the Bessel function $J_0$:

$$\int_0^{2\pi}d\varphi\,e^{-ig\rho\cos\varphi}=2\pi J_0(g\rho). \tag{6}$$

Collecting the factors $C$, $2$ and $2\pi$ gives $4\pi C=e^2/\varepsilon_0$, so that

$$v(g,p)=\frac{e^2}{\varepsilon_0}\,I,\qquad I=\int_0^R d\rho\,\rho\,J_0(g\rho)K_0(p\rho). \tag{7}$$

The integral $I$ follows from the differential equations of its two factors. The plane wave in (6) is an eigenfunction of the two-dimensional Laplacian with eigenvalue $-g^2$, and so is its angular average. The function $1/r$ satisfies Laplace's equation away from the origin. After the transform along $z$, the second derivative $\partial_z^2$ becomes $-p^2$. With a prime for $d/d\rho$, and with $\mathcal J(\rho)=J_0(g\rho)$ and $\mathcal K(\rho)=K_0(p\rho)$, we have for $\rho>0$

$$(\rho\mathcal J')'=-g^2\rho\mathcal J,\qquad (\rho\mathcal K')'=p^2\rho\mathcal K. \tag{8}$$

Multiply the second equation by $\mathcal J$, the first by $\mathcal K$, and subtract. The products $\rho\mathcal J'\mathcal K'$ cancel on the left, which leaves a total derivative:

$$\frac{d}{d\rho}\Big[\rho\,(\mathcal J\mathcal K'-\mathcal K\mathcal J')\Big]=(g^2+p^2)\,\rho\,\mathcal J\mathcal K. \tag{9}$$

The next Bessel functions are defined by $J_1=-J_0'$ and $K_1=-K_0'$, the prime here being the derivative with respect to the argument. Hence $\mathcal J'=-gJ_1(g\rho)$ and $\mathcal K'=-pK_1(p\rho)$, and the bracket in (9) is

$$B(\rho)=g\rho\,J_1(g\rho)K_0(p\rho)-p\rho\,J_0(g\rho)K_1(p\rho). \tag{10}$$

Its value at $\rho\to0$ requires the Bessel functions at small argument. Differentiating (5) and substituting $y=x^2/4w$ gives

$$xK_1(x)=\int_0^\infty dw\,\frac{x^2}{4w^2}\,e^{-w-x^2/4w}
=\int_0^\infty dy\,e^{-y-x^2/4y}\;\longrightarrow\;1\quad(x\to0). \tag{11}$$

For $K_0$, the same substitution maps the range $0<w<x/2$ of (5) onto $w>x/2$ with the same integrand. The two ranges contribute equally, so $K_0(x)=\int_{x/2}^\infty (dw/w)\,e^{-w-x^2/4w}$. In this range $x^2/4w\le x/2$, so the second part of the exponential tends to one. An integration by parts then gives

$$K_0(x)\to-\ln\frac x2+\int_0^\infty dw\,e^{-w}\ln w=-\ln\frac x2-\gamma, \tag{12}$$

where $\gamma=0.5772$ is Euler's constant, equal to minus the last integral. Expanding (6) to second order and averaging $\cos^2\varphi$ gives $J_0(x)\simeq1-x^2/4$, and hence $J_1(x)\simeq x/2$.

At the lower limit the first term of (10) behaves as $\rho^2\ln\rho$ and vanishes. The second tends to $-1$. Integrating (9) from $0$ to $R$ gives $(g^2+p^2)I=B(R)-(-1)$, and therefore

$$v(g,p)=\frac{e^2}{\varepsilon_0}\,\frac{1+gR\,J_1(gR)K_0(|p|R)-|p|R\,J_0(gR)K_1(|p|R)}{g^2+p^2}. \tag{13}$$

This is the cylindrically truncated kernel. The 1 comes from the axis and the Bessel terms from the surface of the cylinder. At fixed $g$ and for $|p|R\gg1$, the terms with $K_0$ and $K_1$ are exponentially small, and (13) returns to the untruncated $e^2/[\varepsilon_0(g^2+p^2)]$. A charge modulated that rapidly along $z$ has no appreciable potential at the distance $R$.

Truncation can also increase a Fourier component. For $R=0.70$ nm, $g=5$ nm$^{-1}$ and $p=3$ nm$^{-1}$, equation (13) gives 0.610 eV nm$^3$, while the untruncated value is 0.532 eV nm$^3$. The part removed is the integral in (7) taken from $R$ to infinity. There $g\rho$ starts at 3.5, where $J_0$ is negative, and $K_0$ has fallen to about a quarter of its value at $R$ before $J_0$ becomes positive again. The negative range contributes $-0.102$ eV nm$^3$ and the following positive one only $+0.028$ eV nm$^3$. A negative contribution has been removed.

**The limit of long waves.** Let $p\to0$ at fixed $g$. By (11) and (12) the numerator of (13) becomes $1-J_0(gR)+gRJ_1(gR)\Lambda$, and so

$$v(g,p)\to\frac{e^2}{\varepsilon_0}\left\{\frac{1-J_0(gR)}{g^2}+\frac{R\,J_1(gR)}{g}\,\Lambda\right\},\qquad
\Lambda=-\ln\frac{|p|R}2-\gamma. \tag{14}$$

At $g=0$ the small-argument forms of $J_0$ and $J_1$ turn the braces into

$$\frac{R^2}4+\frac{R^2}2\,\Lambda . \tag{15}$$

The order of the two limits does not matter. For small $p$ the integrand of (7) is $\rho J_0(g\rho)[-\ln(p\rho/2)-\gamma]$ on a finite range, and its integral is continuous in $g$.

The divergence is that of a uniformly charged line, whose potential falls off logarithmically and has no finite limit for infinite length. The cutoff $R$ bounds the interaction across the wire and does nothing about its length. Nor is the divergence confined to $g=0$. With $R=0.70$ nm, the kernel at $g=0$ takes the values 14.53, 24.73 and 34.94 eV nm$^3$ for $p=10^{-1}$, $10^{-2}$ and $10^{-3}$ nm$^{-1}$. At $g=5$ nm$^{-1}$ it takes the values 1.963, 2.766 and 3.567 eV nm$^3$. Each sequence grows by a nearly constant step per decade. By (14) the step at $g=0$ should be $(e^2/\varepsilon_0)(R^2/2)\ln10$. With $C=1.43997$ eV nm this is $4\pi\times1.43997\times0.245\times2.3026=10.21$ eV nm$^3$, as found.

**The strength of the logarithm.** In an energy the kernel is summed over $\mathbf g$, and the sum has a simple total. By (8) with $p$ absent, $(xJ_1)'=xJ_0$. The Fourier transform of a disc of radius $R$ is therefore

$$d(g)=\int_{\rho<R}d^2\rho\,e^{-i\mathbf g\cdot\boldsymbol\rho}=2\pi\int_0^Rd\rho\,\rho J_0(g\rho)=\frac{2\pi R\,J_1(gR)}{g}. \tag{16}$$

The logarithmic part of (14) is thus $-2C\ln|p|\;d(g)$, because $4\pi C/2\pi=2C$.

Let $n(\boldsymbol\rho)$ be a transverse charge distribution with transform $n(\mathbf g)$ and total charge $Q$ in units of $e$. A lattice sum $\sum_{\mathbf T}F(\boldsymbol\rho+\mathbf T)$ over the transverse supercell vectors $\mathbf T$ has Fourier coefficients $F(\mathbf g)/A$, since the integrals over all cells join into one integral over the plane. With $F$ equal to the disc function this gives

$$\frac1A\sum_{\mathbf g}|n(\mathbf g)|^2d(g)
=\iint d^2\rho\,d^2\rho'\,n(\boldsymbol\rho)n^*(\boldsymbol\rho')\sum_{\mathbf T}\theta\big(R-|\boldsymbol\rho-\boldsymbol\rho'+\mathbf T|\big)=|Q|^2. \tag{17}$$

The last step uses (2): the term $\mathbf T=0$ is one for every pair of points in the charge, and all other terms vanish. The whole line $p\to0$ therefore contributes $-2C|Q|^2\ln|p|$, whatever the shape of the charge, the radius $R$ or the supercell. The term $\mathbf g=0$ alone has $n(0)=Q$ and $d(0)=\pi R^2$, and carries the fraction $\pi R^2/A$ of the total. For $R=L/2$ this is $\pi/4=0.785$. With this radius, a treatment that repairs the single term $\mathbf g=0$ leaves more than a fifth of the logarithm untreated.

In the electrostatic energy of a neutral wire $Q=0$, and the logarithm drops out of the sum. In exchange the charge in (17) is the product of two orbitals. For an orbital paired with itself $Q=1$, and the logarithm remains. It has to be integrated.

## 2. Exchange on a mesh of wavevectors

The symbols carried over are these. The wire has period $a$ along $z$ and lies in a supercell of side $L$ and area $A$; $\mathbf g$ and $p$ are transverse and longitudinal wavevectors; $C=e^2/4\pi\varepsilon_0$; and the interaction is cut off at transverse distance $R$. Its transform $v(g,p)$ is (13), and its limit (14) contains $\Lambda=-\ln(|p|R/2)-\gamma$. By (17), the logarithm summed over $\mathbf g$ has the strength $-2C|Q|^2\ln|p|$ for a charge $Q$, provided the geometric conditions (2) hold.

**The exchange energy.** Consider one filled band, isolated from all others, with both spins occupied. On $N$ wavevectors $k$ the orbitals are $\psi_k=\chi_k/\sqrt N$, where $\chi_k$ is normalized to one in a single cell. The Fock exchange energy has a prefactor $-\tfrac12$ for each spin, so two spins give $-1$:

$$E_x^{\rm tot}=-\sum_{kk'}\iint d^3r\,d^3r'\,\psi_k^*(\mathbf r)\psi_{k'}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\psi_{k'}^*(\mathbf r')\psi_k(\mathbf r').$$

With $q=k'-k$, the product $\chi_k^*\chi_{k'}$ is $e^{iqz}$ times a periodic function. It contains the wavevectors $(\mathbf g,p)$ with $p=G_z+q$, where $G_z$ is a multiple of $2\pi/a$. Its coefficients are

$$\rho_{kk'}(\mathbf g,p)=\int_{\rm cell}d^3r\,e^{-i(\mathbf g\cdot\boldsymbol\rho+pz)}\chi_k^*\chi_{k'} ,$$

and the product itself is $(Aa)^{-1}\sum\rho_{kk'}e^{i(\mathbf g\cdot\boldsymbol\rho+pz)}$. The integral over $\mathbf r'$ turns $v$ into $v(g,p)$. The integral over $\mathbf r$ gives the volume $NAa$, and the four orbitals give $1/N^2$. Division by the number of cells $N$ leaves

$$E_x=-\frac1{N^2}\sum_{kk'}W(k,k'),\qquad
W(k,k')=\frac1{Aa}\sum_{\mathbf g,G_z}|\rho_{kk'}(\mathbf g,p)|^2\,v(g,p). \tag{18}$$

For the infinite wire the sums become integrals. Let $f(q)$ be the average of $W(k,k+q)$ over $k$. It has the period $2\pi/a$, because a shift of $q$ by $2\pi/a$ relabels $G_z$. Then

$$E_x=-\frac a{2\pi}\int_{-\pi/a}^{\pi/a}dq\,f(q). \tag{19}$$

At $q\to0$ the terms with $G_z=0$ have $p\to0$, and their charge is $\int_{\rm cell}|\chi_k|^2=1$. By (17), $f(q)\to-(2C/a)\ln|q|$ plus a finite part. The integral (19) converges. The mesh sum (18), however, contains the point $q=0$, where $f$ is infinite, and needs a finite number there.

**The missing number.** We subtract a periodic function that has the same logarithm and a known integral:

$$S(q)=-\frac{2C}a\ln\left|2\sin\frac{qa}2\right|
=\frac Ca\sum_{m\ne0}\frac{e^{imqa}}{|m|}. \tag{20}$$

The series is the real part of $-\ln(1-\zeta)=\sum_{m\ge1}\zeta^m/m$ at $\zeta=e^{iqa}$, since $|1-e^{iqa}|=|2\sin(qa/2)|$. It has no constant term, so $S$ averages to zero over the zone. Its sum over the mesh points $q_j=2\pi j/(Na)$ with $j\ne0$ follows from the roots of unity. Dividing $x^N-1=\prod_j(x-e^{2\pi ij/N})$ by $x-1$ and letting $x\to1$ gives

$$N=\prod_{j=1}^{N-1}\left|1-e^{2\pi ij/N}\right|=\prod_{j=1}^{N-1}2\sin\frac{\pi j}N,
\qquad \sum_{j\ne0}S(q_j)=-\frac{2C}a\ln N. \tag{21}$$

The remainder $r=f-S$ is finite at $q=0$ and has the same integral as $f$, so the mesh sum may be applied to it:

$$\frac a{2\pi}\int dq\,f\simeq\frac1N\sum_jr(q_j)
=\frac1N\left[\sum_{j\ne0}f(q_j)+\frac{2C}a\ln N+r(0)\right]. \tag{22}$$

The last two terms are the number $f_*$ to be used at $q=0$. Near that point $S\simeq-(2C/a)\ln|qa|$, and therefore

$$f_*=\lim_{q\to0}\left[f(q)+\frac{2C}a\ln(|q|Na)\right]. \tag{23}$$

This is the value of the limiting form of $f$ with $|q|$ replaced by

$$q_0=\frac1{Na}. \tag{24}$$

In practice $q_0$ is put for $|p|$ in $\Lambda$ of (14), for every $\mathbf g$ on the line $p=0$. All other terms use (13).

The rule has a reading in real space. If a wire is cut at $|z|=h$, the integral (4) at $p=0$ becomes $2\,{\rm arsinh}(h/\rho)\simeq2\ln(2h/\rho)$ for $h\gg\rho$. Setting this equal to $2K_0(q_0\rho)\simeq2\ln(2/q_0\rho)-2\gamma$ gives $h=e^{-\gamma}/q_0=0.561\,Na$. In a neutral electrostatic energy the length $h$ cancels. In exchange the mesh fixes it.

With several filled bands, pairs of different bands have $Q=0$ at $q=0$ by orthogonality. They add nothing to the logarithm there, and its strength is multiplied by the number of bands.

**The cell average.** Another choice is to average the logarithm over the mesh cell $|q|<\pi/(Na)$:

$$\frac{Na}\pi\int_0^{\pi/Na}dq\,(-\ln q)=1-\ln\frac\pi{Na}=-\ln\frac\kappa{Na},\qquad \kappa=\pi\exp(-1)=1.1557. \tag{25}$$

This amounts to $q_0=\kappa/(Na)$. It lowers $f_*$ by $(2C/a)\ln\kappa$. Since $E_x$ contains $-f_*/N$, it raises the exchange energy by

$$\Delta E_{\rm cell}=\frac{2C\ln\kappa}{aN}. \tag{26}$$

The average is correct for its own cell. The error comes from the others, where the mesh takes the value at the midpoint. For the function $-\ln|q|$ the cell mean exceeds the midpoint value by the squared cell width times the second derivative over 24, which is $1/(24j^2)$ in cell $j$. Summed over both signs of $j$ this is $\frac1{12}\cdot\frac{\pi^2}6=0.137$, close to the full $\ln\kappa=0.145$. The shortfalls have the same sign and come mostly from the cells next to the singularity. A finer mesh does not reduce their sum; it only reduces the weight $1/N$ in front.

**The error that remains.** Write $r(q)=\sum_mr_me^{imqa}$. The mesh mean of $e^{imqa}$ is one if $m$ is a multiple of $N$ and zero otherwise. The mean of $r$ is thus $r_0$, the wanted integral, plus the coefficients at nonzero multiples of $N$, and the error of the energy is

$$\delta E_x=-\sum_{l\ne0}r_{lN}. \tag{27}$$

The same argument covers the average over $k$ at fixed $q$. For an isolated band that function is smooth, and its coefficients fall faster than any power.

To find $r_m$, introduce real Wannier functions $w_n(\mathbf r)=w(\mathbf r-na\hat{\mathbf z})$ through $\chi_k=\sum_ne^{ikna}w_n$. When the four orbitals in $W(k,k+q)$ are expanded, the average over $k$ keeps the terms whose phases in $k$ cancel. Translation allows one index to be set to zero, and the coefficient of $e^{imqa}$ in $f$ is

$$f_m=\sum_n\iint d^3r\,d^3r'\,w_0(\mathbf r)w_n(\mathbf r)\,v(\mathbf r-\mathbf r')\,w_{-m}(\mathbf r')w_{n-m}(\mathbf r'). \tag{28}$$

Each charge $w_0w_n$ interacts with its own copy at the distance $|m|a$. By orthonormality the charge $w_0^2$ is the only one with a nonzero total, equal to one. Hence $f_m\to C/(|m|a)$ at large $|m|$, which is the coefficient of $S$ in (20). The logarithm in $q$ is the sum of these Coulomb tails, and the subtraction removes them.

The next terms come from the extent of the charges. Let $\mathbf u$ be the difference between the displacements of two points from the centres of their charges. For two copies of one charge its mean vanishes, so there is no term in $1/d^2$. Expanding $1/|d\hat{\mathbf z}+\mathbf u|$ to second order gives

$$\left\langle\frac1{|d\hat{\mathbf z}+\mathbf u|}\right\rangle\simeq\frac1d+\frac{2\langle u_z^2\rangle-\langle u_x^2\rangle-\langle u_y^2\rangle}{2d^3}. \tag{29}$$

The dipoles of the charges $w_0w_n$ with $n\ne0$ can also contribute at order $1/d^3$. The error (27) is therefore of order $N^{-3}$. If $w$ is even under inversion and symmetric about the axis, $w_0w_n$ is symmetric about its midpoint and has no dipole. The variance of $\mathbf u$ is then twice that of $w^2$ in each direction, so $r_m\simeq2C(\langle z^2\rangle-\langle x^2\rangle)/(|m|a)^3$. With $\sum_{l\ne0}|l|^{-3}=2\zeta(3)$, where $\zeta(3)=1.2021$,

$$\delta E_x\simeq-\frac{4\zeta(3)\,C\,(\langle z^2\rangle-\langle x^2\rangle)}{(Na)^3}. \tag{30}$$

**A model chain.** Take $a=0.30$ nm and one normalized orbital $\phi\propto\exp(-\rho^2/2t^2-z^2/2s^2)$ per site, with $s=0.15$ nm and $t=0.10$ nm. Neighbours overlap by $\exp(-a^2/4s^2)=0.368$. With $\sigma(k)=\sum_ne^{ikna}e^{-n^2a^2/4s^2}$, the orbitals $\chi_k=\sigma(k)^{-1/2}\sum_ne^{ikna}\phi(\mathbf r-na\hat{\mathbf z})$ are normalized. The product of two orbitals $n$ sites apart is a Gaussian centred at $na/2$, whose transform contains $e^{-ipna/2}$. Summing over $n$ gives

$$\rho_{kk'}(\mathbf g,p)=e^{-g^2t^2/4-p^2s^2/4}\,\frac{\sigma(k+p/2)}{\sqrt{\sigma(k)\sigma(k+p)}}. \tag{31}$$

This also yields $\langle z^2\rangle$. At $\mathbf g=0$ and $p=q$, the average of $\rho_{kk'}$ over $k$ is $\int d^3r\,e^{-iqz}w^2=1-q^2\langle z^2\rangle/2+\dots$. To second order the fraction in (31) is $1-\tfrac18q^2(\ln\sigma)''$, and the second derivative of a periodic function averages to zero. Hence $\langle z^2\rangle=s^2/2=0.01125$ nm$^2$, and $\langle x^2\rangle=t^2/2=0.00500$ nm$^2$.

The supercell has $L=1.40$ nm and $R=0.70$ nm. The transverse separation of two points of the charge is distributed as $\exp(-\rho^2/2t^2)$, and the fraction beyond $R$ is $2\times10^{-11}$.

The reference energy uses no mesh of transferred wavevectors and no cutoff. The density matrix of the band is $\sum_{mn}\phi_m(\sigma^{-1})_{mn}\phi_n$ for each spin, with $\sigma^{-1}$ the inverse overlap matrix. The exchange energy is then a rapidly converging sum of Coulomb integrals between Gaussian charges. From $1/r=(2/\sqrt\pi)\int_0^\infty du\,e^{-u^2r^2}$ and the substitution $w^2=2u^2s^2/(1+2u^2s^2)$, the mean inverse distance of two such charges with centres $d$ apart is

$$\sqrt{\frac2\pi}\,\frac1s\int_0^1dw\,\frac{e^{-w^2d^2/2s^2}}{1-w^2(1-t^2/s^2)},$$

evaluated by Gauss–Legendre quadrature. The result is $-10.8392$ eV, or $-0.39833$ hartree, per cell. On the mesh $k_j=2\pi j/(Na)$, which contains $k=0$, the errors relative to it, in meV per cell, are:

| $N$ | $q_0=1/(Na)$ | cell average | line omitted |
|---|---|---|---|
| 4 | $-45.07$ | 302.3 | 6058 |
| 8 | $-3.52$ | 170.2 | 3880 |
| 16 | $-0.396$ | 86.4 | 2357 |
| 32 | $-0.049$ | 43.4 | 1387 |

For large $N$ each column follows from the formulas. Here $C/a=4.800$ eV. Equation (26) gives $2\times0.1447\times4.800=1.389$ eV divided by $N$, which is 43.4 meV at $N=32$.

Omitting the line removes from $f_*$ the terms with $G_z=0$; those with $G_z\ne0$ stay. For this charge the removed part $f_{\rm line}$ is $C/a$ times the mean of $-2\ln(q_0\rho/2)-2\gamma$, where $\rho$ is the transverse separation of two points. Since $\rho^2/2t^2$ is exponentially distributed, $\langle\ln\rho^2\rangle=\ln2t^2-\gamma$, and $f_{\rm line}=(C/a)[-\ln(q_0^2t^2/2)-\gamma]$. At $N=32$, $q_0t=0.10/9.6=0.0104$, the bracket is 9.245, and $f_{\rm line}/N=4.800\times9.245/32=1.387$ eV. This error falls only as $(\ln N)/N$.

For the first column, (30) gives $-4\times1.2021\times(0.00625/0.0900)\times4.800=-1.603$ eV divided by $N^3$. The errors found, multiplied by $N^3$, are $-2.884$, $-1.803$, $-1.623$ and $-1.607$ eV. From $N=16$ to 32 the excess over the prediction falls by about a factor of four, as a next term in $N^{-5}$ would give. It falls faster on the coarser meshes. There the average over $k$ has an error of its own, which on this mesh makes up more than half of the excess at $N=4$ and 8 and is negligible from $N=16$ on. It depends on where the mesh is placed: on a mesh shifted by half a step it changes sign, and the first column reads $-21.07$ and $-3.08$ meV at $N=4$ and 8.

**Where the treatment fails.** The geometry comes first. At $N=16$ and $L=1.40$ nm, a cutoff $R=0.20$ nm gives an error of $+0.741$ eV, because a fraction $e^{-2}=0.14$ of the pairs of points lies beyond it and their interaction is lost. With $R=1.20$ nm the error is $-0.101$ eV, because the cylinder reaches the charge of the neighbouring copies. A finer $k$ mesh does not restore interaction lost to a small cutoff or remove the interaction with copies.

The second condition is the filled, isolated band. In a metallic wire the occupation jumps at the Fermi points. The average over $k$ is then no longer over a smooth function, and the argument for the $N^{-3}$ law does not apply. The logarithm is still integrable, but the mesh error of the occupations has to be treated as well.
